# Why the nitrogen atom's isotropic hyperfine constant is hard to compute

**Question.** The nitrogen atom has three unpaired electrons, yet restricted open-shell Hartree–Fock (ROHF) gives it an isotropic hyperfine constant of zero. Once the restriction is lifted, the answer changes size and even sign with the functional and the basis set. Why does this happen, and what must a calculation contain to be trusted?

**Answer.** The constant measures spin density at the nucleus, where the unpaired 2p electrons have none. What spin density there is comes from the paired s shells, which the 2p electrons polarize through exchange.

## What is measured at the nucleus

Take a fixed point nucleus and non-relativistic electrons in the \(^4S\) ground state, \(1s^22s^22p^3\) with \(S=3/2\). Gaussian units are used, and the spins \(\mathbf s_i\), \(\mathbf S\), \(\mathbf I\) are dimensionless. The moments are

\[
\boldsymbol\mu_e=-g_e\mu_B\mathbf s,\qquad \boldsymbol\mu_I=g_N\mu_N\mathbf I,\qquad \mu_B=\frac{e\hbar}{2mc}.
\]

Picture the nuclear moment as a small sphere of radius \(R\) with uniform magnetization \(M\). Its surface current forms rings. The ring at polar angle \(\theta\) has radius \(R\sin\theta\) and carries \(dI=cM\sin\theta\,R\,d\theta\). Every point of it lies at distance \(R\) from the centre, so its field there is

\[
dB=\frac{2\pi\,dI\,(R\sin\theta)^2}{cR^3}=2\pi M\sin^3\theta\,d\theta .
\]

Since \(\int_0^\pi\sin^3\theta\,d\theta=4/3\), the total is \(B=8\pi M/3\). The field is uniform inside the sphere, so its integral over the volume is \(8\pi/3\) times the moment, whatever \(R\) is. As \(R\to0\) this becomes a field \((8\pi/3)\boldsymbol\mu_I\delta(\mathbf r)\). The dipole field outside averages to zero over angles, and it and the orbital magnetic coupling give no first-order contribution in a state with \(L=0\). The energy \(-\boldsymbol\mu_e\cdot\mathbf B\) then gives

\[
H=\frac{8\pi}{3}g_e\mu_Bg_N\mu_N\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I .
\]

The sign is positive because the electron moment is opposite to its spin.

Within the four states of the spin multiplet, the vector operator \(\sum_i\delta(\mathbf r_i)\mathbf s_i\) must be proportional to \(\mathbf S\); call the factor \(q\). In the state \(M_S=S\), α electrons have \(s_z=+1/2\) and β electrons \(-1/2\), so

\[
qS=\tfrac12\left[\rho_\alpha(0)-\rho_\beta(0)\right]\equiv\tfrac12\rho_s(0),\qquad q=\frac{\rho_s(0)}{2S}.
\]

Hence \(H=A\,\mathbf S\cdot\mathbf I\) with

\[
A=\frac{8\pi}{3}g_e\mu_Bg_N\mu_N\frac{\rho_s(0)}{2S}.
\]

For \(^{14}\)N, with the nuclear factor \(g_N=0.40376\) as input, \(A/h\) is 107.7 MHz for each \(a_0^{-3}\) of spin density. Below, \(A\) in MHz means \(A/h\).

The derivation assumes a pure quartet. An unrestricted determinant is not exactly one: in the calculation below its \(\langle S^2\rangle\) is 3.758 instead of 3.75. For such a determinant the formula is a convention that uses the spin density at \(M_S=3/2\). Removing the other spin components can change the result appreciably even when \(\langle S^2\rangle\) is nearly right, because the polarization itself is small.

## Why ROHF gives zero

In ROHF each s orbital holds one α and one β electron with the same spatial function, so the s shells cancel in \(\rho_s\). This leaves

\[
\rho_s(0)=\sum_{m}|\varphi_{2p,m}(0)|^2=0,
\]

because a p orbital vanishes at the origin. A larger basis cannot change this.

The zero is a property of the paired determinant in this particular atom. Lithium, whose unpaired electron is in 2s, has \(\rho_s(0)=0.157\,a_0^{-3}\) in ROHF with the 6-311G basis (0.166 in a large uncontracted s set). There the direct term is already present, and polarization corrects it. In nitrogen there is no direct term: at the mean-field level polarization is the whole effect, and correlation then changes its size substantially.

## How exchange polarizes the paired shells

Exchange acts between electrons of equal spin. The three 2p electrons are all α, so an α electron in 1s or 2s feels an exchange attraction that its β partner does not. Let \(K\) be the exchange operator of the spin density and \(F_0\) the mean of the two Fock operators. Both spins feel the same Coulomb potential, so \(F^\alpha-F^\beta=-K\) and

\[
F^\alpha=F_0-\tfrac12K,\qquad F^\beta=F_0+\tfrac12K .
\]

For the 2p electrons, \(\langle\varphi|K|\varphi\rangle\) is a sum of Coulomb self-energies of the overlap charges \(\varphi^*\varphi_{2p,m}\), and is therefore positive. The α electron gains energy by moving to where it overlaps more with 2p. For the compact 1s this means outward, away from the nucleus. For 2s, which occupies much the same region as 2p, the argument does not fix the direction, which must be taken from the calculation.

The orbitals of unrestricted Hartree–Fock (UHF) show both shifts. The rms radius of 1s is 0.2663 \(a_0\) for α and 0.2639 \(a_0\) for β. That of 2s is 1.416 \(a_0\) for α and 1.547 \(a_0\) for β. So α 1s is expanded and α 2s contracted relative to β. These are canonical orbitals, so the size of the 1s shift also includes the 1s–2s mixing discussed below. The computed densities at the nucleus go the same way: the 1s shell leaves an excess of β density there, and the 2s shell an excess of α density.

To obtain a formula, start from the ROHF s orbitals. The ROHF energy is stationary when a doubly occupied orbital \(n\) is mixed with an empty one \(k\), which requires \(\langle k|F_0|n\rangle=0\). The s orbitals can therefore be chosen as real eigenfunctions of \(F_0\), with energies \(\varepsilon\). First-order perturbation theory with \(-K/2\) gives

\[
\varphi_n^\alpha=\varphi_n+\sum_k\varphi_k\frac{\langle k|-\tfrac12K|n\rangle}{\varepsilon_n-\varepsilon_k}
=\varphi_n+\sum_k\varphi_kU_{kn},\qquad
U_{kn}=\frac{K_{kn}}{2(\varepsilon_k-\varepsilon_n)} .
\]

For β the perturbation and the correction change sign. With \(\delta_n=\sum_k\varphi_k(0)U_{kn}\), each shell contributes

\[
[\varphi_n(0)+\delta_n]^2-[\varphi_n(0)-\delta_n]^2=4\varphi_n(0)\,\delta_n ,
\]

and therefore

\[
\rho_s(0)=4\sum_{n=1s,2s}\ \sum_k\varphi_n(0)\varphi_k(0)U_{kn}.
\]

If \(K\) contains the 2p electrons alone, the terms are \(-0.445\) for 1s and \(+0.374\) for 2s, in \(a_0^{-3}\). Their sum is \(-0.072\).

This is not yet consistent, since the polarized s shells carry spin density that adds to \(K\). Recomputing \(K\) and repeating until nothing changes gives \(-0.460\) and \(+0.612\), with sum \(+0.152\). The feedback changes the 1s term little, raises the 2s term by more than half, and reverses the sign of the result.

Full UHF gives 0.186. The remaining difference, 0.035, comes from what the coupled first-order treatment omits: higher orders and the response of the 2p orbitals. These two sources were not separated. The difference is about 6% of the coupled 2s term but nearly a fifth of the UHF total, because the total is a small difference of larger terms. In the canonical UHF orbitals the 2s term is 0.925 out of an α density of 5.16 at the nucleus, or 18%, a figure that includes the 1s–2s mixing discussed below. The 1s term is larger than the total but is under 1% of the 1s α density, 97.2.

## How large are the two terms?

The sum is well defined for a given method, but its division between shells is not. The operator \(K\) also mixes 1s with 2s. The α 1s orbital acquires an admixture \(K_{12}/[2(\varepsilon_{2s}-\varepsilon_{1s})]\) of 2s, which adds to the 1s term

\[
X=4\varphi_{1s}(0)\varphi_{2s}(0)\frac{K_{12}}{2(\varepsilon_{2s}-\varepsilon_{1s})}
=\frac{2\varphi_{1s}(0)\varphi_{2s}(0)K_{12}}{\varepsilon_{2s}-\varepsilon_{1s}} .
\]

For 2s the energy denominator is reversed, so its term changes by \(-X\). The sum is unaffected, because rotating occupied orbitals of one spin among themselves leaves their density unchanged.

Here \(X=-0.274\,a_0^{-3}\). It turns the coupled terms into \(-0.734\) and \(+0.886\), close to the values from the canonical UHF orbitals, \(-0.739\) and \(+0.925\). Part of the cancellation seen in canonical orbitals thus comes from this mixing. Without it, the two terms are still 3 and 4 times their sum, but that too depends on the choice of orbitals. Rotate \(\varphi_{1s}\) and \(\varphi_{2s}\) into each other, equally for both spins, until one of them vanishes at the nucleus. Its term \(4\varphi(0)\delta\) is then zero, and the other orbital carries the whole sum. The cancellation therefore belongs to the description by the usual 1s and 2s shells, which is kept below.

## What cancellation does to errors

Write \(\rho_s(0)=a+b\), with \(a<0<b\), and let the terms have relative errors \(p\) and \(q\). The relative error of the sum is

\[
\frac{ap+bq}{a+b},\qquad
\left|\frac{ap+bq}{a+b}\right|\le\max(|p|,|q|)\,\frac{|a|+|b|}{|a+b|}.
\]

The last factor depends on how the sum is divided: it is 7.1 for the coupled terms and 8.9 for the canonical UHF terms. As an example, a 5% error in the UHF 2s term alone is \(0.05\times0.925=0.046\), which is 25% of the total 0.186.

There is a harmless case. If \(p=q\), the sum has the same relative error \(p\), with no magnification. A basis that lacks only very tight functions comes close to this harmless case; a fixed contraction or a missing diffuse function does not.

## Why the basis must be free near the nucleus

**Missing large exponents.** Close to the nucleus, the terms in \(1/r\) in the orbital equation must cancel:

\[
-\frac{\hbar^2}{m}\frac{\varphi'(0)}{r}-\frac{Ze^2}{r}\varphi(0)=0
\quad\Rightarrow\quad
\varphi'(0)=-\frac{Z}{a_0}\varphi(0),\qquad a_0=\frac{\hbar^2}{me^2}.
\]

The orbital energy does not enter, so all s orbitals begin with the same shape. A basis without very tight Gaussians rounds off this cusp in each of them. If every amplitude at the nucleus is multiplied by the same factor \(g\), every term in \(\rho_s(0)\) is multiplied by \(g^2\).

The data follow this pattern. The reference set has 21 s exponents up to \(4.2\times10^5\,a_0^{-2}\). Keeping those below 5000 multiplies the 1s term, the 2s term and the sum each by 0.94. A cut at 500 gives factors of 0.79 to 0.80. With a cut at 50 the common factor is lost: the terms fall to 0.44 and 0.46 of their values and the sum to 0.56. Adding three still tighter functions to the full set changes the sum by 0.4%.

**Fixed contraction.** A contracted basis ties the core primitives together in a fixed ratio suited to the average atom. Spin polarization needs slightly different α and β shapes, which such functions can represent only poorly. The errors of the two terms then need not be equal. UHF gives, in \(a_0^{-3}\):

| Basis (s and p) | contracted | uncontracted |
|---|---|---|
| cc-pVDZ | 0.278 | 0.136 |
| cc-pVTZ | −0.033 | 0.164 |
| cc-pVQZ | 0.048 | 0.178 |

The uncontracted values rise steadily toward the reference value of 0.186. The contracted ones do not settle. In contracted cc-pVTZ the 1s term is 5% too large in magnitude and the 2s term 20% too small, enough to reverse the sign.

The remedy is not confined to the largest exponents. Starting from contracted cc-pVTZ, two free s functions with exponents between 2 and 20 bring the sum to 0.133, and five with exponents above 20 bring it to 0.169.

Uncontracting does not remove every unequal error. Adding two s functions with exponents \(7.6\times10^4\) and \(5\times10^5\) to uncontracted cc-pVTZ raises the sum only from 0.164 to 0.169. One diffuse s function with exponent 0.0576 raises it to 0.182, almost entirely through the 2s term, which goes from 0.880 to 0.897 while the 1s term hardly moves. With the tight s functions, the diffuse s and a diffuse p (exponent 0.0491) together, the sum is 0.187. The outer part of 2s must be flexible as well as the core.

The total energy gives no warning. Uncontracting cc-pVQZ lowers it by about \(10^{-5}\) hartree but changes \(\rho_s(0)\) by 0.13. To see how this is possible, let an orbital contain a small error \(\kappa\chi\). The energy is stationary, so its error is of order \(\kappa^2\Delta\), with \(\Delta\) an excitation energy. The density at the nucleus changes in first order, by \(2\kappa\varphi(0)\chi(0)\). For 1s, \(\varphi(0)=\sqrt{97.2}\approx9.9\,a_0^{-3/2}\). With the round values \(\chi(0)=10\,a_0^{-3/2}\) and \(\Delta=20\) hartree, a density error of 0.13 needs

\[
\kappa\approx\frac{0.13}{2\times9.9\times10}\approx7\times10^{-4},\qquad
\kappa^2\Delta\approx10^{-5}\ \text{hartree}.
\]

The values of \(\chi(0)\) and \(\Delta\) were assumed, not computed, so this shows only that so large a density error is compatible with so small an energy change.

## Why the method matters as well

A spherical mean-field atom needs no functions beyond s and p. The results below are for the reference s,p set, whose convergence with tighter s functions was tested for UHF only:

| Method | \(A\) (MHz) |
|---|---|
| UHF | 20.1 |
| SVWN | −1.8 |
| PBE | −1.3 |
| PBE0 | 1.4 |
| TPSS | 7.7 |
| BLYP | 7.9 |
| B3LYP | 10.0 |

The range in \(\rho_s(0)\) is 0.20 \(a_0^{-3}\). This exceeds the UHF total but is only 12% of the summed magnitudes of the UHF shell terms, 1.66. A spread that is large beside the total can thus be small beside the terms that make it up. This does not mean that each functional polarizes the shells almost as UHF does: both terms can shrink together and still leave a small sum. The functionals' own shell terms are not given here.

The measured constant is roughly 10 MHz. B3LYP comes close, but agreement in a small difference does not show that the two large terms are right.

For correlated methods, add \(+\lambda\delta(\mathbf r)\) to the α one-electron operator and \(-\lambda\delta(\mathbf r)\) to the β one. The first-order energy change is \(\lambda[\rho_\alpha(0)-\rho_\beta(0)]\), so

\[
\rho_s(0)=\left.\frac{dE}{d\lambda}\right|_{\lambda=0}.
\]

For MP2 and coupled cluster this derivative serves as the definition, and it includes the relaxation of the orbitals. With all electrons correlated and the d functions of cc-pVTZ plus one tighter d, \(A\) in MHz is:

| Method | s,p contracted | s,p uncontracted |
|---|---|---|
| UHF | −3.6 | 17.6 |
| MP2 | −13.2 | 6.9 |
| CCSD | −11.3 | 7.8 |
| CCSD(T) | −11.4 | 7.7 |

Within either column the correlated methods agree to about 2 MHz or better. Between the columns CCSD(T) moves by 19 MHz. A high level of correlation does not repair a rigid core basis: in the contracted set even CCSD(T) gives the wrong sign.

## Choosing a calculation

The sensible first expense is to free the s functions, which carry the density at the nucleus, and to extend them at both the diffuse and the tight end. Here s and p were freed together, which raises the basis from 28 to 40 functions. The second is to treat correlation.

The two errors can also be handled partly apart. Going from UHF to CCSD(T) changes \(\rho_s(0)\) by \(-0.073\) in the contracted set and by \(-0.092\) in the uncontracted one, so the correction depends on the basis much less than the total does. Adding the second value to the UHF reference gives

\[
\rho_s(0)\approx0.186-0.092=0.094\,a_0^{-3},\qquad
A\approx0.094\times107.7\ \text{MHz}\approx10\ \text{MHz}.
\]

This assumes that the correction carries over to the larger set, which holds only roughly. With the tight and diffuse functions above added to uncontracted cc-pVTZ and the same d functions, UHF gives 0.187 and CCSD(T) 0.086 \(a_0^{-3}\), or 9.3 MHz, a correction of \(-0.101\). Between the two sets above it shifted by 0.019 \(a_0^{-3}\), or 2 MHz, which indicates the scale of the uncertainty without bounding it. The estimate also leaves out f and higher functions, excitations beyond CCSD(T), relativity and the size of the nucleus. Values of 9 to 10 MHz are near the rough measured value, but this is no proof that these omissions, or the limited d set, have small effects. The full numerical output follows.

## Numbers as computed

```
Input g_N(14N) = 0.40376; A/rho_s(0) = 107.701 MHz a0^3
Hydrogen check of the units: A = 1422.8 MHz
Reference set: 21 s, 11 p shells; largest s exponent 4.23e+05 a0^-2
ROHF |rho_s(0)|: N 0.0e+00, Li (6-311G) 0.1565 a0^-3
ROHF s orbital energies: 1s -15.6291, 2s -0.9453 hartree
Spin density at the nucleus by shell, a0^-3: 1s, 2s, sum
  uncoupled first order: -0.4454, 0.3737, -0.0716
  coupled first order: -0.4598, 0.6116, 0.1518
  coupled + 1s-2s mixing: -0.7337, 0.8855, 0.1518
  UHF canonical orbitals: -0.7385, 0.9248, 0.1863
1s-2s mixing term X = -0.2740 a0^-3
Amplification (|1s|+|2s|)/|sum|, coupled: 7.06
Amplification (|1s|+|2s|)/|sum|, UHF canonical: 8.93
UHF alpha densities at nucleus: 1s 97.219, 2s 5.159 a0^-3
UHF rms radius 1s: alpha 0.26631, beta 0.26393 a0
UHF rms radius 2s: alpha 1.41616, beta 1.54665 a0
UHF <S^2> = 3.75790 (pure quartet 3.75)
UHF with three tighter s added: 0.1871 a0^-3
UHF basis test: energy/hartree; 1s, 2s, total rho_s(0)/a0^-3
  cc-pVDZ: -54.39111; -0.3426, 0.6209, 0.2784
  cc-pVDZ uncontracted: -54.39131; -0.7114, 0.8470, 0.1355
  cc-pVTZ: -54.40069; -0.7739, 0.7407, -0.0333
  cc-pVTZ uncontracted: -54.40081; -0.7161, 0.8796, 0.1635
  cc-pVQZ: -54.40372; -0.8468, 0.8942, 0.0475
  cc-pVQZ uncontracted: -54.40373; -0.7297, 0.9074, 0.1777
  cc-pVTZ + 2 s, exponents 2-20: -54.40080; -0.7268, 0.8594, 0.1327
  cc-pVTZ + 5 s, exponents > 20: -54.40079; -0.7030, 0.8715, 0.1685
  reference, s exponents < 50: -52.37255; -0.3261, 0.4296, 0.1036
  reference, s exponents < 500: -54.31824; -0.5859, 0.7354, 0.1495
  reference, s exponents < 5000: -54.40183; -0.6937, 0.8687, 0.1750
Method test, reference s,p set: rho_s(0)/a0^-3; A/MHz
  UHF: 0.1863; 20.06
  SVWN: -0.0165; -1.77
  PBE: -0.0118; -1.27
  BLYP: 0.0730; 7.86
  TPSS: 0.0717; 7.72
  B3LYP: 0.0926; 9.98
  PBE0: 0.0129; 1.39
Correlated methods, all electrons, s,p,d set: rho_s(0)/a0^-3; A/MHz
  contracted s,p: 28 basis functions
    UHF: -0.0333; -3.58
    MP2: -0.1228; -13.23
    CCSD: -0.1051; -11.32
    CCSD(T): -0.1060; -11.41
  uncontracted s,p: 40 basis functions
    UHF: 0.1635; 17.61
    MP2: 0.0636; 6.85
    CCSD: 0.0727; 7.83
    CCSD(T): 0.0717; 7.73
```
